Mixed-reference spin-flip response: restored partners and the incomplete closed-to-virtual class, part 2

Are mixed-reference spin-flip (MRSF) states pure in spin? Closed-to-virtual flips remain. Hartree atomic units; real orthonormal orbitals shared by both spins: n_c closed i, j (C), open x, y (O; also u, w; ū is the other), n_v virtual a, b (V).

The references, whose equal-weight ensemble has density matrix γ, are Φ+ = x†α y†α|core>, with energy E0 and Fock matrices F^α, F^β, and Φ− = x†β y†β|core>; |core> holds the closed pairs. Flips d_pq = q†β pα Φ+ (classes OO, CO, OV, CV; weights w) have partners d̄ = Ud. U commutes with H, turns α, β into β, −α, and at Ms = 0

(11)  U = (−1)^S.

Spin-flip theory diagonalizes A = <d|H − E0|d>, MRSF H among all d and d̄. Outside OO (N flips), K = <d|H|d̄> (zero for CV) and f = (d + s d̄)/√2, s = U = +1 (even) or −1 (odd), for CO and OV a singlet or triplet. CO and OV determinants have <S²> = 1, CV 2.

g is an OO function and its coefficient column, P_mn exchanges two spin labels, capitals are spin orbitals, <CD||KL> = <CD|KL> − <CD|LK>, and <CD|KL> is (ck|dl) times spin overlaps.

(2a)  <C†D†LK Φ|H|Φ> = <CD||KL>
(2b)  <C†K Φ|H|Φ> = F_CK = h_CK + Σ_M <CM||KM>,  M occupied in Φ
(2c)  zero if the determinants differ in three or more spin orbitals.

(6)  A_pq,p′q′ = δ_pp′ F^β_qq′ − δ_qq′ F^α_pp′ − (pp′|qq′).

(7)  F^β_pq − F^α_pq = Σ_u (pu|uq).

(8)  |σ1 … σn> = m1†σ1 … mn†σn |closed pairs>.

(9)  S² = n(4 − n)/4 + Σ_{m<n} P_mn.

(17)  even: d_xy, d_yx, (d_xx − d_yy)/√2;  odd: T0 = (d_xx + d_yy)/√2 = S−Φ+/√2.

(25a)  <f_m|H − E0|f_k> = A_mk + s K_mk
(25b)  <g|H − E0|f_k> = (1 + s²)(gᵀA)_k/√2 = √2 (gᵀA)_k
(25c)  <g|H − E0|g′> = gᵀA g′.

Lowest roots, blocks without OO functions (variational):

(26)  E_SF ≥ ½(E_even + E_odd)

Example: Ge, LANL2DZ basis and core potential, ROHF triplet 4s²4p_x4p_y.

**Spin content of the CV functions**

Order the open shells as x, y, a, i in (8), with the closed pairs other than i understood, and name the six kets

(27)  e1 = ααββ, e2 = ββαα, e3 = αβαβ, e4 = αββα, e5 = βααβ, e6 = βαβα.

The pair a†β iα commutes with x†α y†α and turns i†α i†β into a†β i†β, so d_ia = e1 with sign +. Each ket has two β letters, so U sends it to its complement with sign (−1)² = +1: e1↔e2, e3↔e6, e4↔e5. In particular d̄_ia = e2. For n = 4, (9) reads S² = ΣP. Each ket has two parallel pairs, which return it, and four antiparallel pairs. Exchanging one of these changes two letters and gives one of the four kets that are neither the original nor its complement, each once. So S²e_k = 2e_k + (Σe − e_k − Ue_k). With the normalized Q = Σe/√6, for which <Q|e_k> = 1/√6,

(28)  S² = 1 − U + 6|Q><Q|  (four open shells, Ms = 0).

The spectrum is read off. Q is even and has S² = 6, the quintet. The three odd vectors e_k − Ue_k have zero overlap with Q and S² = 2, three triplets. The two even vectors orthogonal to Q have S² = 0, two singlets.

The mixed-reference space holds e1 and e2. The odd function o = (e1 − e2)/√2 obeys S²o = 2o. It is a pure triplet, one of three. For the even function v = (e1 + e2)/√2 define z = (e3 + e4 + e5 + e6)/2, which is even and orthogonal to v. Then Σe = √2 v + 2z, and

(29)  Q = (v + √2 z)/√3,  Σ0 = (√2 v − z)/√3,  v = Q/√3 + √(2/3) Σ0,

where Σ0 is even and orthogonal to Q and hence a singlet. The even CV function is one third quintet and two thirds singlet. From (28), S²v = 6Q/√3 = 2v + 2√2 z:

(30)  <v|S²|v> = 2,  ‖(S² − 2)v‖ = √8.

The expectation value 2 is the average (2/3)·0 + (1/3)·6, with no triplet present. It equals the triplet value, so <S²> cannot distinguish v from o, while the norm in (30) can. In terms of angular momenta, e1 and e2 are the products T(+1)T(−1) and T(−1)T(+1) of a triplet on xy and a triplet on ai, and z = (αβ + βα)(αβ + βα)/2 is the product T(0)T(0). Coupling two spins 1 to a total of 0 or 2 needs all three products, whereas total spin 1 does not contain T(0)T(0).

Any normalized even vector is ψ = ψ′ + Σ c_ia v_ia, where ψ′ is built from OO, CO and OV singlets and S²ψ′ = 0. The v_ia belong to different spatial configurations, so no cross terms arise. With w_CV = Σ c_ia²,

(31)  even sector: <S²> = 2 w_CV, quintet weight w_CV/3;  odd sector: S²ψ = 2ψ.

The same argument in the one-reference space, with the determinant values of Part I and the weight w_T of T0, gives

(32)  spin-flip only: <S²> = 2w_T + w_CO + w_OV + 2w_CV.

Equation (31) uses nothing about H and holds for every vector of the sector. It therefore carries over to a density-functional version in which the elements of A and K are changed, provided the amplitudes are read as the coefficients of an auxiliary wave function in these same functions. It requires orbitals common to both spins, without which (8) and (9) do not apply. The separation into sectors holds for any Hamiltonian that commutes with U, as every spin-free one does. It fails with spin–orbit coupling, whose l_z s_z part changes sign under U and joins even functions to odd ones. De-excitation amplitudes are outside the present treatment.

**Why four determinants are absent, and what one added function repairs**

In e3 … e6 the spins on x and y are antiparallel. To reach αβαβ from Φ+ one must remove yα and iα and add yβ and aα. The other three kets need two removals in the same way, and the statement for Φ− follows by applying U, which permutes e3 … e6. The four determinants are double excitations of both references, so no single excitation from either component contains them. A single excitation i→a leaves the open spins as the reference had them, and both references have them parallel.

The function z is a single excitation of the third component T0 = (x†β y†α + x†α y†β)|core>/√2. On the pair i†α i†β, a†α iα gives a†α i†β and a†β iβ gives −a†β i†α, so the difference of the two operators gives a†α i†β + a†β i†α:

(33)  z_ia = (a†α iα − a†β iβ) T0/√2.

By (29), v and z span the same plane as Q and Σ0. Adding one z_ia for each pair (i, a) makes the even space closed under S², and its roots are then pure singlets or pure quintets. The configuration is still incomplete. The functions (e3 + e4 − e5 − e6)/2 and (e3 − e4 + e5 − e6)/2 are odd, and they are the triplets singlet(xy)×triplet(ai) and triplet(xy)×singlet(ai). The function (e3 − e4 − e5 + e6)/2 is even with zero sum, the singlet×singlet state. These three remain absent. If n_c = 0 or n_v = 0 there is no CV class, and the mixed-reference space is closed under S² as it stands.

**Energy of the CV functions**

H inside the six kets follows from the rules (2). On the diagonal, the Coulomb terms and the exchange with closed pairs are the same for every ket and are collected in E_c. The exchange among open shells contributes −K_mn = −(mn|nm) for each parallel pair. Off the diagonal, the spins of an antiparallel pair are exchanged by (m†β mα)(n†α nβ) = m†β n†α nβ mα, and (2a) gives <mβ nα||mα nβ> = 0 − (mn|nm). Both cases are

(34)  H = E_c − Σ_{m<n} K_mn P_mn.

For e1 and e2 the parallel pairs are xy and ai, and <e1|H|e2> = 0. For Q every P equals 1. With κ = K_ix + K_iy + K_ax + K_ay,

(35)  E_v = E_o = E_c − K_xy − K_ai,  E_Q = E_c − K_xy − K_ai − κ,  so E_v = E_o = E_Q + κ.

H does not couple Q to Σ0, so (29) gives E_v = E_Q/3 + 2E_Σ/3. Then E_Σ = (3E_v − E_Q)/2:

(36)  E_Σ = E_Q + 3κ/2 = E_v + κ/2.

The diagonal energy of the even CV function lies κ/2 below that of the singlet it stands for. Its coupling to any true singlet φ is reduced as well, since <φ|H|Q> = 0 implies <φ|H|v> = √(2/3)<φ|H|Σ0>. The energy defect disappears when the exchange between {i, a} and {x, y} goes to zero, as for an excitation far from the open shells, but the quintet weight ⅓ does not depend on κ.

**The coupling of T0**

By (25b) and (17), <T0|H|f_k> = A_xx,k + A_yy,k in the odd sector. Insert (6) and use (7).

(37a)  CV: −Σ_u (ui|ua) = F^α_ai − F^β_ai
(37b)  OV (w→b): F^β_wb − Σ_u (uw|ub) = F^α_wb
(37c)  CO (j→w): −F^α_wj − Σ_u (uj|uw) = −F^β_wj.

ROHF orbitals make E0 stationary under a common rotation of orbitals p and q. The first-order change is proportional to Σσ <q†σ pσ Φ+|H|Φ+>, and by (2b) this is the sum of F^σ_qp over those spins for which p is occupied and q empty. The conditions are F^β = 0 between C and O, F^α = 0 between O and V, and F^α + F^β = 0 between C and V. So (37b) and (37c) vanish, and (37a) is not forced to vanish. If a coupling c is nonzero, the trial function T0 + εf has energy 2εc + O(ε²), which is negative for small ε of the right sign, and the lowest odd root lies below E0.

The numerical check tests (25), (30), (31), (35), (36), (37a), the double-excitation character of e3 … e6, and the closure after adding (33), including cases with n_c = 0 and n_v = 0.

**Worked example: Ge**

The ROHF energy is −3.598142 Eh, and energies below are relative to it. There are n_c = 1 (4s), two open 4p orbitals and n_v = 5: two p_z orbitals, a second p_x and p_y, and a second s. The virtual orbitals are chosen to diagonalize ½(F^α + F^β) among themselves. The diagonal energies, the values of K and κ, and the full CI weights quoted below depend on this choice, but the roots do not. The spin-flip space has 3 × 7 = 21 determinants and the union 42 − 4 = 38. With N = 2 + 10 + 5 = 17 the sectors have 20 and 18 functions, and adding five z_ia gives 25 even functions. The comparison is full CI of the four valence electrons in the same basis (784 determinants). It omits spin–orbit coupling, d functions and core correlation, so it measures the approximations of the method within this small basis only and is not a model of the observed spectrum. The numbers are not converged with respect to the basis, and the shifts are given below where they matter. Its lowest levels are ³P at −0.017583, ¹D at 0.020175, ¹S at 0.051286 and a nondegenerate quintet at 0.105348 Eh.

An OV flip. For one open 4p going to the lower p_z orbital, A = 0.027290 and K = 0.018314 Eh, so (25a) gives the diagonal values 0.027290 − 0.018314 = 0.008976 (triplet) and 0.027290 + 0.018314 = 0.045604 Eh (singlet). In D2h symmetry the block contains the two p_z orbitals and nothing else, and their mixing lowers the roots to 0.000000 and 0.039618 Eh. The splitting is 0.039618 Eh = 1.078 eV, against 2K = 0.036628 Eh for the unmixed functions. The spin-flip root is 0.019866 Eh with <S²> = 1.0000, as (32) requires for w_OV = 1, and it lies just above the mean 0.019809 Eh, as (26) requires.

The triplet root at zero has a reason. A rotation of the atom by 90° about the axis of the orbital ū leaves 4s and ū alone and turns u into a p_z orbital with the radial function of the occupied 4p shell. That orbital is a combination of the two virtual p_z orbitals, so the rotated T0 lies in this odd block and has energy E0. Its one coupling within the block is an open-to-virtual element of the rotated ROHF solution, which vanishes by (37b). It is therefore an eigenvector with eigenvalue 0, and the printed value agrees. The argument needs a basis without d functions. With them the closed orbital is no longer spherical and 4s→d functions enter the block, and one added d shell (exponent 0.246) moves this root to −0.0040 Eh.

T0 itself moves very little. Its CV coupling is 0.006758 Eh, and it goes to the 4s→s function, because F^α − F^β is totally symmetric in D2h. The root is −0.000003 Eh. The odd 4s→s function lies very high, with diagonal energy Δ = 16.4 Eh, so second-order perturbation theory, −c²/Δ with c² = 4.57 × 10⁻⁵ Eh², gives −2.8 × 10⁻⁶ Eh, in agreement with the root. In this basis the three ³P components are split by this amount alone. The smallness is a property of the basis, whose only virtual s orbital lies near 16 Eh. The T0 root is −1.8 × 10⁻⁴ Eh when the basis is uncontracted. It is −5.4 × 10⁻³ Eh when the d shell is added, and the other two components then lie at −4.0 × 10⁻³ Eh.

The lowest singlet–triplet gap is 0.039443 + 0.000003 = 0.039446 Eh = 1.073 eV, and full CI gives 0.037758 Eh = 1.027 eV. The error is 0.0017 Eh, about 4.5% of the full CI gap. This agreement is limited to s,p bases. With the d shell added, the gap is 0.79 eV against 1.01 eV in full CI, too small by 22%. The orbital multiplet is imperfect for a reason unrelated to spin. Four ¹D components appear, as pairs at 0.039443 and 0.039618 Eh. The fifth component and ¹S both need the configuration 4p_z², a double excitation. Adding the three singlets with two electrons in the p_z orbitals brings in the fifth component at 0.037950 Eh but leaves the two pairs split. When all singlets with 4s² and two electrons in p orbitals are added, the five components coincide at 0.037231 Eh. For a common radial function, (x² + y²)/√2 has overlap 2/√6 with the ¹S combination (x² + y² + z²)/√3, so the OO part of the single root at 0.078112 Eh is about ⅔ ¹S and ⅓ ¹D although it is a pure singlet.

A CO flip. The 4s→4p spin-flip root at 0.347019 Eh has w_CO = 0.9990 and w_CV = 0.0010, and (32) gives 0.9990 + 0.0020 = 1.0010 against the printed 1.00104. It splits into a triplet at 0.269988 and an even root at 0.424020 Eh, whose mean 0.347004 Eh satisfies (26). The even root has w_CV = 0.0015 and <S²> = 0.00304, equal to 2w_CV within the rounding of the weight. Its quintet weight is about 0.0005.

The CV flip 4s→4p_z. The symmetry of a function is the product over its singly occupied orbitals. OO gives A_g or B_1g, CO gives B_2u or B_3u, and OV could give A_u only with a virtual orbital of B_2g or B_3g symmetry, which this basis lacks. CV gives B_1g times the symmetry of a, which is A_u for the two p_z orbitals. The A_u block is thus pure CV, and its lower root is 0.306365 Eh in the spin-flip, even and odd problems alike. The value depends on the basis and core potential (0.327 Eh with SBKJC). With the d shell added, OV functions enter the block and the three lowest A_u roots separate to 0.278, 0.275 and 0.281 Eh. A mixture of the two functions is a CV function for a mixed orbital a, so (30) applies unchanged: <S²> = 2.0000 in both sectors, with residual norms √8 = 2.8284 and 0. For the lower p_z orbital κ = 0.190825 Eh and E_Q = 0.132413 Eh. Equation (35) gives 0.132413 + 0.190825 = 0.323238 Eh, and (36) gives 0.323238 + 0.095412 = 0.418650 Eh, as printed. The diagonal defect κ/2 is 0.0954 Eh = 2.60 eV.

With the z functions added, the even root separates into a quintet at 0.111217 and a singlet at 0.403826 Eh. The singlet has moved up by 0.097461 Eh = 2.652 eV. This is close to κ/2, which is 0.0954 Eh for the lower p_z orbital and 0.0975 Eh for the mixed p_z orbital of the unresolved root. The argument of (26), with weights ⅓ and ⅔, bounds the unresolved root from below by (0.111217 + 2 × 0.403826)/3 = 0.306290 Eh, and 0.306365 Eh respects the bound.

Excitation energies from the lowest triplet of each method are as follows, in Eh.

Quintet: absent in MRSF; 0.1112 with z; full CI 0.105348 + 0.017583 = 0.1229 (with the d shell added, 0.117 and 0.149).
Singlet: MRSF 0.3064; 0.4038 with z; full CI 0.387746 + 0.017583 = 0.4053.
Triplet: MRSF 0.3064; full CI 0.238550 + 0.017583 = 0.2561.

The full CI levels are those with the largest weight on Q (0.951), Σ0 (0.928, a fivefold ¹D level) and o (0.637, a fivefold ³D level). Relative to full CI, the singlet excitation energy is too low by 0.099 Eh in MRSF and by 0.0015 Eh with z. The second figure owes much to cancellation, since the total energies of the singlet and of the lowest triplet lie 0.0161 and 0.0176 Eh above their full CI levels.

The triplet is spin-pure, yet its excitation energy is 0.050 Eh too high relative to the ³D level. Recoupling accounts for the weight 0.637. For a common radial function, three electrons in p_x p_y p_z form one quartet, ⁴S, and two doublets, the A_u components of ²D (the ²P components are B_1u, B_2u, B_3u). Coupling 4s to the quartet gives a ³S function. It is odd and symmetric in the x, y, a spins, with coefficient + on the three kets whose i spin is β and − on the others: (e1 + e3 + e5 − e2 − e4 − e6)/√6. Its overlap with o is 2/√12, a weight of ⅓, which leaves ⅔ for ³D, close to the printed 0.637. With t = (e3 − e4 + e5 − e6)/2, the absent triplet(xy)×singlet(ai), the ³S function is (√2 o + 2t)/√6 = o/√3 + √(2/3) t, and the orthogonal combination √(2/3) o − t/√3 is ³D. Separating ³D from ³S therefore needs this one absent triplet. The other, singlet(xy)×triplet(ai), is orthogonal to ³S and is itself a ³D component. Adding t for both p_z orbitals to the odd A_u block lowers the root from 0.3064 to 0.2479 Eh. The excitation energy is then 0.008 Eh below the full CI value instead of 0.050 Eh above it, so the missing t accounts for the excess.

Numbers as computed

```
Ge LANL2DZ+ECP ROHF; nc=1, nv=5; orbital irreps: Ag B2u B3u B1u B3u B2u B1u Ag
E(ROHF, Ms=1) = -3.598142 Eh; energies below are relative to it
Tr(gamma-gamma^2) of ensemble = 1.000
dims: SF 21, union rank 38, even 20, odd 18, even+|00> 25, full CI 784
class CO determinants: SF 1, MRSF 2, total 2
class CV determinants: SF 1, MRSF 2, total 6
class OV determinants: SF 1, MRSF 2, total 2
max |<T0|H|CV odd>| = 0.006758 Eh
SF-CIS: E/Eh, degeneracy, <S^2>, weights OO CO OV CV
  -0.000001 1 2.00000  1.0000 0.0000 0.0000 0.0000
   0.019866 2 1.00000  0.0000 0.0000 1.0000 0.0000
   0.039622 2 0.00050  0.9995 0.0000 0.0005 0.0000
   0.078786 1 0.00209  0.9979 0.0000 0.0021 0.0000
   0.306365 1 2.00000  0.0000 0.0000 0.0000 1.0000
   0.347019 2 1.00104  0.0000 0.9990 0.0000 0.0010
MRSF even: E/Eh, degeneracy, <S^2>, weights OO CO OV CV
   0.039443 2 0.00000  0.9992 0.0000 0.0008 0.0000
   0.039618 2 0.00000  0.0000 0.0000 1.0000 0.0000
   0.078112 1 0.00000  0.9968 0.0000 0.0032 0.0000
   0.306365 1 2.00000  0.0000 0.0000 0.0000 1.0000
   0.416537 1 0.00002  0.0000 0.0000 1.0000 0.0000
   0.424020 2 0.00304  0.0000 0.9985 0.0000 0.0015
   0.468446 2 0.00000  0.0000 0.0000 1.0000 0.0000
MRSF odd: E/Eh, degeneracy, <S^2>, weights OO CO OV CV
  -0.000003 1 2.00000  1.0000 0.0000 0.0000 0.0000
  -0.000000 2 2.00000  0.0000 0.0000 1.0000 0.0000
   0.269988 2 2.00000  0.0000 0.9992 0.0000 0.0008
   0.306365 1 2.00000  0.0000 0.0000 0.0000 1.0000
   0.431497 2 2.00000  0.0000 0.0000 1.0000 0.0000
valence full CI: E/Eh, spatial degeneracy, <S^2>
  -0.017583 3 2.0000
   0.020175 5 0.0000
   0.051286 1 0.0000
   0.105348 1 6.0000
   0.238550 5 2.0000
open 4p->4pz flip: diagonal A = 0.027290 Eh, K = 0.018314 Eh
  SF root 0.019866 Eh <S^2>=1.0000; MRSF odd -0.000000 Eh, even 0.039618 Eh
  MRSF 4p->4pz even-odd = 0.039618 Eh = 1.078 eV
  MRSF lowest even-lowest odd = 0.039446 Eh = 1.073 eV
  full CI 1D-3P = 0.037758 Eh = 1.027 eV
4s->4pz: kappa = 0.190825 Eh, kappa/2 = 0.095412 Eh = 2.596 eV
  diagonal E_Q 0.132413, E_S 0.418650, E_even 0.323238, E_odd 0.323238 Eh
  even function: quintet weight 0.33333, singlet weight 0.66667
  MRSF roots: even 0.306365 Eh, odd 0.306365 Eh; <S^2> 2.0000, 2.0000
  |(S^2-2)psi|: even 2.8284, odd 0.0000
  with |00>: quintet 0.111217 Eh (<S^2>=6.0000), singlet 0.403826 Eh (<S^2>=0.0000)
  singlet shift on adding |00> = 0.097461 Eh = 2.652 eV
  full CI level nearest the quintet function: 0.105348 Eh, degeneracy 1, weight 0.951
  full CI level nearest the singlet function: 0.387746 Eh, degeneracy 5, weight 0.928
  full CI level nearest the triplet function: 0.238550 Eh, degeneracy 5, weight 0.637
```
